# Field and stress as drives of surface ripples: a program that tests the result

```python
"""Surface ripples driven by stress or by an electric field.

Result under test: for a ripple h = a cos(kx) the energy change per area is
    (a^2/4) (gamma k^2 - G k),
    G = 2 sigma^2 / Ep     for a solid under in-plane stress sigma,
    G = eps0 F^2           for a conductor under normal field F,
so the drives are equal at F = sigma sqrt(2 / (eps0 Ep)).
Ep = E/(1-nu^2) is the plane-strain modulus, gamma the surface energy.
The energies are found by solving both boundary-value problems on a ripple
of finite height and integrating the energy density over the volume.
SI units are used unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

eps0 = const.epsilon_0
SLOPE = 0.02                       # k*a of the test ripple
theta = 2 * np.pi * np.arange(64) / 64
height = SLOPE * np.cos(theta)     # k*h
slope = -SLOPE * np.sin(theta)     # dh/dx
orders = np.arange(1, 9)
nodes, weights = np.polynomial.legendre.leggauss(80)
depth = 15 * (nodes + 1)           # k * distance from the surface, 0..30
depth_weights = 15 * weights


def elastic_modes(angle, z):
    """Stress of Airy functions (A + B z) exp(n z) cos(n x), lengths in 1/k."""
    n = orders
    angle, z = angle[..., None], z[..., None]
    decay = np.exp(n * z)
    c, s = decay * np.cos(n * angle), decay * np.sin(n * angle)
    sxx = np.concatenate([n**2 * c, (2 * n + n**2 * z) * c], axis=-1)
    szz = np.concatenate([-n**2 * c, -n**2 * z * c], axis=-1)
    sxz = np.concatenate([n**2 * s, n * (1 + n * z) * s], axis=-1)
    return sxx, szz, sxz


def solve_elastic():
    """Mode amplitudes, per unit far stress, for a traction-free ripple."""
    sxx, szz, sxz = elastic_modes(theta, height)
    d = slope[:, None]
    matrix = np.vstack([sxz - d * sxx, szz - d * sxz])
    rhs = np.concatenate([slope, np.zeros_like(slope)])
    amplitudes = np.linalg.lstsq(matrix, rhs, rcond=None)[0]
    assert np.max(np.abs(matrix @ amplitudes - rhs)) < 1e-9
    return amplitudes


elastic_amplitudes = solve_elastic()


def elastic_energy(k, sigma, modulus, nu, sigma_y):
    """Strain-energy change per area at fixed mean strain (volume integral)."""
    young = modulus * (1 - nu**2)
    z = height[:, None] - depth[None, :]
    angle = np.broadcast_to(theta[:, None], z.shape)
    dxx, dzz, dxz = [sigma * (m @ elastic_amplitudes)
                     for m in elastic_modes(angle, z)]

    def density(xx, yy, zz, xz):
        return (xx**2 + yy**2 + zz**2 - 2 * nu * (xx * yy + yy * zz + zz * xx)
                + 2 * (1 + nu) * xz**2) / (2 * young)

    change = (density(sigma + dxx, sigma_y + nu * (dxx + dzz), dzz, dxz)
              - density(sigma, sigma_y, 0.0, 0.0))
    return np.mean(change @ depth_weights) / k


def solve_field():
    """Potential -(z + c0) + sum c_n exp(-n z) cos(n x), zero on the ripple."""
    basis = np.exp(-orders * height[:, None]) * np.cos(orders * theta[:, None])
    matrix = np.hstack([-np.ones((len(theta), 1)), basis])
    solution = np.linalg.lstsq(matrix, height, rcond=None)[0]
    assert np.max(np.abs(matrix @ solution - height)) < 1e-9
    return solution[1:]


field_amplitudes = solve_field()


def field_energy(k, field):
    """Field-energy change per area at fixed charge (volume integral)."""
    z = (height[:, None] + depth[None, :])[..., None]
    angle = theta[:, None, None]
    coeff = orders * field_amplitudes * np.exp(-orders * z)
    ex = np.sum(coeff * np.sin(orders * angle), axis=-1)
    ez = 1 + np.sum(coeff * np.cos(orders * angle), axis=-1)
    change = 0.5 * eps0 * field**2 * (ex**2 + ez**2 - 1)
    return np.mean(change @ depth_weights) / k


def gap_energy(k, field, kd):
    """Energy change per area at fixed voltage, from the capacitance."""
    basis = (np.sinh(orders * (kd - height[:, None])) / np.sinh(orders * kd)
             * np.cos(orders * theta[:, None]))
    matrix = np.hstack([(kd - height)[:, None], basis])
    mean_field = np.linalg.lstsq(matrix, kd * np.ones(64), rcond=None)[0][0]
    return -0.5 * eps0 * field**2 * kd * (mean_field - 1) / k


# ---- inputs of the example (round values) ----
sigma, modulus, gamma = 1e9, 100e9, 1.0
work_function, temperature = 4.5, 900.0      # eV, K
gap, tip_radius, screening = 1e-6, 1e-6, 0.05e-9
breakdown_field = 0.1e9                      # rough, broad vacuum electrodes
metal_gamma = 2.5                            # rough, a stiff refractory metal

drive_stress = 2 * sigma**2 / modulus
field_eq = sigma * np.sqrt(2 / (eps0 * modulus))
k_crit = drive_stress / gamma
wave_crit = 2 * np.pi / k_crit
wave_fast = 4 * wave_crit / 3

# ---- surface stress and surface field, crest against trough ----
ends = np.array([0.0, np.pi])
end_height = SLOPE * np.cos(ends)
end_stress = 1 + elastic_modes(ends, end_height)[0] @ elastic_amplitudes
end_field = 1 + np.sum(orders * field_amplitudes
                       * np.exp(-orders * end_height[:, None])
                       * np.cos(orders * ends[:, None]), axis=1)
stress_factor = (end_stress[0] - end_stress[1]) / (2 * SLOPE)
field_factor = (end_field[0] - end_field[1]) / (2 * SLOPE)
assert abs(stress_factor + 2) < 0.01
assert abs(field_factor - 1) < 0.01

# ---- energies against the formulas; error is of order (k a)^2 ----
amp = SLOPE / k_crit
formula_energy = -drive_stress * k_crit * amp**2 / 4
for nu, sigma_y in [(0.0, 0.0), (0.3, 0.0), (0.3, sigma), (0.45, -sigma)]:
    found = elastic_energy(k_crit, sigma, modulus, nu, sigma_y)
    assert abs(found / formula_energy - 1) < 5e-3
energy_stress = elastic_energy(k_crit, sigma, modulus, 0.3, sigma)
energy_field = field_energy(k_crit, field_eq)
assert abs(energy_field / formula_energy - 1) < 5e-3
for kd in (0.7, 1.0, 3.0):
    expected = -eps0 * field_eq**2 * k_crit * amp**2 / (4 * np.tanh(kd))
    assert abs(gap_energy(k_crit, field_eq, kd) / expected - 1) < 5e-3

# ---- equivalent field found from the two computed energies ----
field_numeric = brentq(lambda f: field_energy(k_crit, f) - energy_stress,
                       0.1e9, 10e9)
assert abs(field_numeric / field_eq - 1) < 5e-3

# ---- critical and fastest wavelength from energies and true arc length ----
excess_length = np.mean(np.sqrt(1 + slope**2)) - 1


def total_energy(k, kind):
    bulk = (elastic_energy(k, sigma, modulus, 0.3, sigma) if kind == "stress"
            else field_energy(k, field_eq))
    return bulk + gamma * excess_length


def growth(k, kind):
    """Surface-diffusion growth rate divided by the mobility."""
    return -k**2 * 4 * total_energy(k, kind) / (SLOPE / k)**2


wave_crit_num, wave_fast_num = {}, {}
for kind in ("stress", "field"):
    root = brentq(lambda r: total_energy(r * k_crit, kind), 0.2, 5.0)
    best = minimize_scalar(lambda r: -growth(r * k_crit, kind) / k_crit**4,
                           bounds=(0.1, 1.2), method="bounded").x
    wave_crit_num[kind] = wave_crit / root
    wave_fast_num[kind] = wave_crit / best
    assert abs(wave_crit_num[kind] / wave_crit - 1) < 5e-3
    assert abs(wave_fast_num[kind] / wave_fast - 1) < 5e-3

# ---- electron emission; energies in eV, lengths in nm, field in V/nm ----
coulomb = const.e / (4 * np.pi * eps0) * 1e9            # eV nm
root_mass = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-9
supply = const.e * const.m_e * const.e**2 / (2 * np.pi**2 * const.hbar**3)


def barrier_exponent(h, f):
    """Closed approximation to the exponent of the image-rounded barrier."""
    y = coulomb * f / h**2
    return 4 * root_mass * h**1.5 / (3 * f) * (1 - y + y * np.log(y) / 6)


def barrier_quadrature(h, f):
    """The same exponent by direct integration between the turning points."""
    half = np.sqrt(h**2 - coulomb * f) / (2 * f)
    mid = h / (2 * f)
    value = quad(lambda u: half**2 * np.cos(u)**2
                 * np.sqrt(f / (mid + half * np.sin(u))),
                 -np.pi / 2, np.pi / 2)[0]
    return 2 * root_mass * value


def emission(f, temp):
    """Current density in A/m^2: electron supply times transmission."""
    kt = const.k * temp / const.e
    energy = np.linspace(-2.0, work_function - 0.5, 12001)
    passed = expit(-barrier_exponent(work_function - energy, f))
    flow = passed * kt * np.logaddexp(0.0, -energy / kt)
    return supply * np.sum(flow) * (energy[1] - energy[0])


f_nm = field_eq * 1e-9
exponent = barrier_quadrature(work_function, f_nm)
assert abs(barrier_exponent(work_function, f_nm) / exponent - 1) < 5e-3
step = 0.01
width = 2 * step / (barrier_quadrature(work_function + step, f_nm)
                    - barrier_quadrature(work_function - step, f_nm))
p = const.k * 100.0 / const.e / width
cold_limit = supply * width**2 * np.exp(-exponent) * np.pi * p / np.sin(np.pi * p)
# A 0.2 % error of the closed exponent, near 37, already shifts J by 8 %.
assert abs(emission(f_nm, 100.0) / cold_limit - 1) < 0.15
current = emission(f_nm, temperature)
current_ridge = emission(3 * f_nm, temperature)

# ---- output ----
print(f"stress: {sigma/1e9:.2f} GPa")
print(f"plane-strain modulus: {modulus/1e9:.0f} GPa")
print(f"surface energy: {gamma:.2f} J/m^2")
print(f"vacuum permittivity: {eps0:.4e} F/m")
print(f"test ripple k*a: {SLOPE:.3f}")
print(f"relative surface-stress change per k*a at crest: {stress_factor:.4f}")
print(f"relative surface-field change per k*a at crest: {field_factor:.4f}")
print(f"drive 2 sigma^2/Ep: {drive_stress/1e6:.2f} MPa")
print(f"equivalent field, formula: {field_eq/1e9:.4f} V/nm")
print(f"equivalent field, formula: {field_eq/1e8:.2f} MV/cm")
print(f"equivalent field, from computed energies: {field_numeric/1e9:.4f} V/nm")
print(f"drive eps0 F^2 at 1.5 V/nm: {eps0*(1.5e9)**2/1e6:.2f} MPa")
print(f"elastic energy density: {sigma**2/(2*modulus)/1e6:.2f} MPa")
print(f"field energy density at F_eq: {eps0*field_eq**2/2e6:.2f} MPa")
print(f"field from equal energy densities: {field_eq/np.sqrt(2)/1e9:.4f} V/nm")
print(f"computed/formula energy, stress: {energy_stress/formula_energy:.5f}")
print(f"computed/formula energy, field: {energy_field/formula_energy:.5f}")
print(f"critical wavenumber: {k_crit*1e-9:.4f} 1/nm")
print(f"critical wavelength, formula: {wave_crit*1e9:.1f} nm")
print(f"fastest wavelength, formula: {wave_fast*1e9:.1f} nm")
for kind in ("stress", "field"):
    print(f"critical wavelength, computed, {kind}: {wave_crit_num[kind]*1e9:.1f} nm")
    print(f"fastest wavelength, computed, {kind}: {wave_fast_num[kind]*1e9:.1f} nm")
print(f"rough refractory-metal surface energy: {metal_gamma:.1f} J/m^2")
print(f"critical wavelength with it: {wave_crit*metal_gamma/gamma*1e9:.0f} nm")
print("-- neglected effects, relative size --")
print(f"elastic strain sigma/Ep: {100*sigma/modulus:.2f} %")
print(f"Maxwell traction / stress: {100*eps0*field_eq**2/(2*sigma):.2f} %")
print(f"surface stress (taken as gamma) * k_c / stress: {100*gamma*k_crit/sigma:.2f} %")
print(f"screening depth, rough: {screening*1e9:.2f} nm")
print(f"screening depth * k_c: {100*screening*k_crit:.2f} %")
print(f"gap: {gap*1e9:.0f} nm")
print(f"voltage across gap at F_eq: {field_eq*gap:.0f} V")
print(f"gap correction coth(k_c d) - 1: {1/np.tanh(k_crit*gap)-1:.1e}")
print(f"tip radius: {tip_radius*1e9:.0f} nm")
print(f"tip curvature 1/(k_c R): {100/(k_crit*tip_radius):.1f} %")
print("-- electron emission from a negative surface --")
print(f"work function: {work_function:.2f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"tunnelling exponent at Fermi level: {exponent:.1f}")
print(f"emission current density at F_eq: {current*1e-4:.1e} A/cm^2")
print(f"emission current density at 3 F_eq: {current_ridge*1e-4:.1e} A/cm^2")
print("-- broad electrodes --")
print(f"rough vacuum breakdown field: {breakdown_field/1e9:.2f} V/nm")
print(f"stress equivalent to it: {sigma*breakdown_field/field_eq/1e6:.0f} MPa")
print(f"drive at it / drive at F_eq: {100*(breakdown_field/field_eq)**2:.2f} %")
print("ALL CHECKS PASSED")
```

Output:

```
stress: 1.00 GPa
plane-strain modulus: 100 GPa
surface energy: 1.00 J/m^2
vacuum permittivity: 8.8542e-12 F/m
test ripple k*a: 0.020
relative surface-stress change per k*a at crest: -1.9994
relative surface-field change per k*a at crest: 0.9999
drive 2 sigma^2/Ep: 20.00 MPa
equivalent field, formula: 1.5029 V/nm
equivalent field, formula: 15.03 MV/cm
equivalent field, from computed energies: 1.5028 V/nm
drive eps0 F^2 at 1.5 V/nm: 19.92 MPa
elastic energy density: 5.00 MPa
field energy density at F_eq: 10.00 MPa
field from equal energy densities: 1.0627 V/nm
computed/formula energy, stress: 0.99970
computed/formula energy, field: 0.99990
critical wavenumber: 0.0200 1/nm
critical wavelength, formula: 314.2 nm
fastest wavelength, formula: 418.9 nm
critical wavelength, computed, stress: 314.2 nm
fastest wavelength, computed, stress: 419.0 nm
critical wavelength, computed, field: 314.2 nm
fastest wavelength, computed, field: 418.9 nm
rough refractory-metal surface energy: 2.5 J/m^2
critical wavelength with it: 785 nm
-- neglected effects, relative size --
elastic strain sigma/Ep: 1.00 %
Maxwell traction / stress: 1.00 %
surface stress (taken as gamma) * k_c / stress: 2.00 %
screening depth, rough: 0.05 nm
screening depth * k_c: 0.10 %
gap: 1000 nm
voltage across gap at F_eq: 1503 V
gap correction coth(k_c d) - 1: 0.0e+00
tip radius: 1000 nm
tip curvature 1/(k_c R): 5.0 %
-- electron emission from a negative surface --
work function: 4.50 eV
temperature: 900 K
tunnelling exponent at Fermi level: 36.9
emission current density at F_eq: 6.0e-07 A/cm^2
emission current density at 3 F_eq: 1.0e+05 A/cm^2
-- broad electrodes --
rough vacuum breakdown field: 0.10 V/nm
stress equivalent to it: 67 MPa
drive at it / drive at F_eq: 0.44 %
ALL CHECKS PASSED
```
